\section*{Diffusive purging of a dead-ended branch in an atomic-layer-deposition reactor}

\section{Result}

A branch of length $L$ is closed at one end and opens at the other into a main line swept clean by carrier gas. A species left in the branch leaves by diffusion with diffusivity $D$. At late times its amount falls as $e^{-t/\tau}$, where
\begin{equation}
\tau=\frac{4L^2}{\pi^2D}, \label{tau}
\end{equation}
and no part of the filling decays more slowly. This is the $1/e$ time of the slowest mode, not the time needed to empty the branch. In atomic-layer deposition the distinction matters, because a purge may have to reduce the leftover gas by several powers of ten before the next reactant enters.

The result holds under these conditions: the cross-section is uniform, temperature and total pressure are uniform and constant, $D$ is constant, the walls neither take up nor release gas, nothing stirs the branch, and the species has zero density over the whole open mouth. The formula contains no atomic constants, so it has the same form in atomic units as in centimetres and seconds.

\section{The equation and its boundary conditions}

Let $c$ be the number density of the species, $n$ the total number density, and $x$ the distance from the closed end. In a binary gas the species flux is
\begin{equation}
\mathbf J=-D\nabla c+\frac{c}{n}\,\mathbf J_{\rm tot},
\end{equation}
where $\mathbf J_{\rm tot}$ is the total particle flux. For an ideal gas at constant temperature and pressure $n$ is constant, so $\nabla\!\cdot\mathbf J_{\rm tot}=0$. The net total flow is then the same through every cross-section, and it vanishes at the closed end. It therefore vanishes throughout: as the species diffuses out, an equal number of carrier particles diffuses in. With no stirring there is no circulating flow either, so $\mathbf J_{\rm tot}=0$. Particle conservation, $\partial_tc=-\nabla\!\cdot\mathbf J$, becomes
\begin{equation}
\partial_tc=D\nabla^2c .
\end{equation}

Now average over the cross-section. The transverse derivatives integrate to the flux through the side wall, which is zero. Writing $c(x,t)$ for the average from here on, we have
\begin{equation}
c_t=D\,c_{xx},\qquad c_x(0,t)=0,\qquad c(L,t)=0. \label{pde}
\end{equation}
The first end condition says that nothing crosses the closed end, the second that the mouth is clean. The gas need not be spread evenly over the cross-section for this to hold.

The mouth must, however, be fully open. In a two-dimensional channel of width $0.3L$ with half its mouth blocked, the slowest time is longer by about 14\%. (The program's coarse grid gives a factor 1.157, which falls towards 1.14 as the grid is refined.) The density then no longer vanishes over the whole end section, and the last condition in (\ref{pde}) fails.

\section{First derivation: separation into modes}

Try $c=X(x)\,e^{-\lambda t}$. Equation (\ref{pde}) gives $X''=-k^2X$ with $\lambda=Dk^2$. The general solution is $X=\alpha\cos kx+\beta\sin kx$. The closed end requires $X'(0)=\beta k=0$, so the sine is absent. The mouth requires $\cos kL=0$, hence
\begin{equation}
k_n=\frac{(2n+1)\pi}{2L},\qquad \lambda_n=Dk_n^2=\frac{(2n+1)^2}{\tau},\qquad n=0,1,2,\dots
\end{equation}
The smallest rate, $\lambda_0=\pi^2D/(4L^2)$, is the inverse of (\ref{tau}). The factor 4 arises because the slowest mode fits a quarter of a wavelength into the branch: flat at the closed end, zero at the mouth.

To conclude that nothing is slower, we need these modes to represent any filling. Extend $c$ evenly about $x=0$ and oddly about $x=L$, which gives a function of period $4L$. Evenness leaves the cosines $\cos(m\pi x/2L)$ in its Fourier series. Under $x\to2L-x$ such a cosine is multiplied by $(-1)^m$, so oddness about $L$ leaves odd $m$, which are the modes just found.

For a uniform initial density $c_0$, write $c=\sum_nb_n\cos(k_nx)\,e^{-\lambda_nt}$. The modes are orthogonal and $\int_0^L\cos^2k_nx\,dx=L/2$, so
\begin{equation}
b_n=\frac{2c_0}{L}\int_0^L\cos k_nx\,dx=\frac{2c_0}{L}\,\frac{\sin k_nL}{k_n}=\frac{2c_0(-1)^n}{k_nL}.
\end{equation}
Let $N=\int_0^Lc\,dx$ be the amount per unit area and $N_0=c_0L$. Integrating each cosine once more gives a second factor $(-1)^n/k_n$, so the signs cancel:
\begin{equation}
\frac{N}{N_0}=\sum_n\frac{2}{(k_nL)^2}e^{-\lambda_nt}
=\sum_{n=0}^\infty\frac{8}{(2n+1)^2\pi^2}\,e^{-(2n+1)^2t/\tau}. \label{sum}
\end{equation}
The flux leaving the mouth is
\begin{equation}
J=-Dc_x(L,t)=D\sum_nb_nk_n\sin(k_nL)\,e^{-\lambda_nt}=\frac{2Dc_0}{L}\sum_ne^{-(2n+1)^2t/\tau}. \label{flux}
\end{equation}

\subsection*{Late and early limits}

The ratio of the second term of (\ref{sum}) to the first is $\tfrac19e^{-8t/\tau}$, which is about $4\times10^{-5}$ at $t=\tau$. Keeping the first term alone, the time at which a fraction $f\ll1$ remains is
\begin{equation}
t_f=\tau\ln\frac{8}{\pi^2f}. \label{purge}
\end{equation}

At early times many modes contribute, and another picture is simpler. The closed end has not yet been felt, so the gas near the mouth behaves as if the branch were infinitely long. With $z=L-x$, the solution that vanishes at $z=0$ and tends to $c_0$ far away is $c_0\,{\rm erf}(z/\sqrt{4Dt})$. Its slope at $z=0$ gives the outflow $c_0\sqrt{D/\pi t}$, whose time integral is $2c_0\sqrt{Dt/\pi}$. Thus
\begin{equation}
\frac{N}{N_0}\simeq1-\frac{2}{L}\sqrt{\frac{Dt}{\pi}}=1-\frac{4}{\pi^{3/2}}\sqrt{\frac t\tau},\qquad t\ll\tau, \label{early}
\end{equation}
where $D=4L^2/(\pi^2\tau)$ was inserted. At $t=0.1\tau$ this gives 0.773, in agreement with the full sum, whereas $e^{-0.1}=0.905$. The early loss is faster than $e^{-t/\tau}$ because the gas nearest the mouth has a short way to go. A time constant fitted to the start of a purge would therefore be too short for predicting its end.

\section{Second derivation: a projection and an inequality}

This route uses one function, $\phi(x)=\cos kx$ with $k=\pi/2L$, and no expansion. It satisfies $\phi''=-k^2\phi$, $\phi'(0)=0$, $\phi(L)=0$ and $0\le\phi\le1$.

\subsection*{The decay is no faster}

Define the weighted amount $a(t)=\int_0^Lc\,\phi\,dx$. Differentiate, insert (\ref{pde}) and integrate by parts twice:
\begin{equation}
\dot a=D\int_0^Lc_{xx}\phi\,dx=D\big[c_x\phi-c\,\phi'\big]_0^L+D\int_0^Lc\,\phi''dx. \label{proj}
\end{equation}
At $x=0$ both $c_x$ and $\phi'$ vanish; at $x=L$ both $\phi$ and $c$ vanish. The bracket is zero, and $\phi''=-k^2\phi$ leaves
\begin{equation}
\dot a=-Dk^2a=-a/\tau,\qquad a(t)=a(0)\,e^{-t/\tau}.
\end{equation}
Since $c\ge0$ and $\phi\le1$, the amount obeys $N\ge a(0)e^{-t/\tau}$. Any non-zero filling with $c\ge0$ has $a(0)>0$, because $\phi$ is positive everywhere short of the mouth. Every such filling therefore contains the slow part.

\subsection*{The decay is no slower}

Consider $S(t)=\int_0^Lc^2dx$. One integration by parts, with vanishing end terms, gives
\begin{equation}
\dot S=2D\int_0^Lc\,c_{xx}\,dx=-2D\int_0^Lc_x^2\,dx. \label{S}
\end{equation}
We need a lower bound on the last integral. Write $c=u\phi$; the ratio $u$ stays finite at the mouth because $c$ and $\phi$ both go to zero linearly there. Then
\begin{equation}
c_x^2=\phi^2u_x^2+(u^2)_x\,\phi\phi'+u^2\phi'^2 .
\end{equation}
Integrate the middle term by parts:
\begin{equation}
\int_0^L(u^2)_x\phi\phi'\,dx=\big[u^2\phi\phi'\big]_0^L-\int_0^Lu^2(\phi'^2+\phi\phi'')\,dx .
\end{equation}
The bracket vanishes, since $\phi'(0)=0$ and $\phi(L)=0$. The terms in $\phi'^2$ cancel, and $-\phi\phi''=k^2\phi^2$, so
\begin{equation}
\int_0^Lc_x^2\,dx-k^2\int_0^Lc^2\,dx=\int_0^L\phi^2u_x^2\,dx\ \ge0. \label{ineq}
\end{equation}
Equality requires constant $u$, that is, $c\propto\phi$. Physically, a profile pinned to zero at the mouth cannot be flatter, for its size, than a quarter cosine.

For $L=1$ the ratio $\int c_x^2/\int c^2$ can thus be no smaller than $\pi^2/4=2.4674$. The trial profile $1-x^2$ gives 2.5000 and the straight line $1-x$ gives 3.0000, both above the bound.

Inserting (\ref{ineq}) into (\ref{S}) gives $\dot S\le-2Dk^2S=-2S/\tau$, hence $S(t)\le S(0)e^{-2t/\tau}$. The Cauchy--Schwarz inequality, $N^2\le L\,S$, then yields
\begin{equation}
a(0)\,e^{-t/\tau}\le N(t)\le\sqrt{L\,S(0)}\;e^{-t/\tau}. \label{sandwich}
\end{equation}
The product $N e^{t/\tau}$ stays between two positive constants, so the late decay rate is $1/\tau$. For a uniform start, $a(0)=c_0/k=2N_0/\pi$ and $\sqrt{LS(0)}=N_0$. The prefactor lies between 0.64 and 1, consistent with its late value $8/\pi^2=0.81$ from the first derivation.

\section{What each derivation assumes}

Both rest on (\ref{pde}): Fick's law with constant $D$, inert walls, a closed end and a clean mouth. They differ in the mathematics they add.

The first needs the modes to be complete. In return it gives the whole time course, including the prefactor, the outflow and the second mode, which decays nine times faster than the first. The second needs no completeness, but $\phi$ must be known beforehand and must be positive. It fixes the rate and brackets the amount without giving its value.

The projection also extends easily to a mouth that is not clean. Suppose that during a dose of duration $t_d$ the main line holds the mouth at density $c_m$, and that the branch starts empty. In (\ref{proj}) the term $-Dc\,\phi'$ at $x=L$ now survives. As $\phi'(L)=-k$,
\begin{equation}
\dot a=-\frac a\tau+Dk\,c_m,\qquad a(t_d)=\frac{c_m}{k}\left(1-e^{-t_d/\tau}\right),
\end{equation}
where $Dk\tau=1/k$ was used. A fully loaded branch has $a=c_m/k$. The late amount is proportional to $a$, so a short dose reduces it by the factor $1-e^{-t_d/\tau}\simeq t_d/\tau$. A dose of $0.1\tau$ leaves about a tenth of the late residue of a full branch. The time constant is unchanged.

\section{Imperfect ends and sticky walls}

\subsection*{Resistance at the mouth}

If the gas meets further resistance outside, the density at the mouth is proportional to the outflow. Write this as $c(L)=-d\,c_x(L)$, where $d$ is a length. With $c\propto\cos kx$ and $q=kL$ this becomes
\begin{equation}
q\tan q=\frac Ld,\qquad \tau=\frac{L^2}{Dq^2}. \label{q}
\end{equation}
For $d\ll L$, $q$ is near $\pi/2$ and $\tan q\simeq1/(\pi/2-q)$, so $q\simeq(\pi/2)/(1+d/L)$ and $\tau\simeq4(L+d)^2/(\pi^2D)$. The length $d$ simply adds to the branch.

Two causes give such a $d$. If carrier gas with volume flow $Q$ mixes fully with the outflow right at a mouth of area $A$, the line density is $JA/Q$, so $d=AD/Q$. If instead the gas outside is still and fills a half-space, a point source of strength $s$ on its wall produces the density $s/(2\pi Dr)$. For a round mouth of radius $R$ with uniform outflow $J$, the mean mouth density is $J/(2\pi D)$ times the disc average of $\int dA/r$. Seen from a point at radius $\rho$, this integral is the distance to the rim, averaged over direction and multiplied by $2\pi$:
\begin{equation}
\int\frac{dA}{r}=\int_0^{2\pi}\!\sqrt{R^2-\rho^2\sin^2\theta}\;d\theta .
\end{equation}
Averaging over the disc, with the $\rho$ integral done first, gives
\begin{equation}
\frac{2R}{3}\int_0^{2\pi}\frac{1-|\cos\theta|^3}{\sin^2\theta}\,d\theta
=\frac{8R}{3}\int_0^{\pi/2}\!\Big(\cos\theta+\frac1{1+\cos\theta}\Big)d\theta=\frac{16R}{3},
\end{equation}
since each term integrates to 1. Hence $d=8R/(3\pi)$. This is an estimate, because the true outflow is not uniform over the mouth. It also uses the steady response of the outside gas, so the resulting $\tau$ describes the main part of the decay only. In an unbounded still gas the escaped molecules linger near the mouth, and the amount left in the branch finally falls as $t^{-3/2}$, more slowly than any exponential.

\subsection*{A volume at the closed end}

A gauge of volume $V$ at $x=0$ obeys $Vc_t=AD\,c_x$ there. With $c\propto\sin k(L-x)\,e^{-Dk^2t}$ this reads $Vk\sin kL=A\cos kL$, which is (\ref{q}) with $d=V/A$.

\subsection*{Adsorption}

Let the side wall hold $Kc$ molecules per unit area, in rapid equilibrium with the gas, and neglect the small closed end face. A round branch has wall area $2/R$ per unit volume, so the stored amount is $(1+2K/R)c$ while the gas alone diffuses:
\begin{equation}
\Big(1+\frac{2K}{R}\Big)c_t=Dc_{xx},\qquad \tau\to\Big(1+\frac{2K}{R}\Big)\tau .
\end{equation}
If every impact sticks, arrival $vc/4$ balances desorption $k_dKc$, so $K=v/(4k_d)$, where $v$ is the mean thermal speed. For a binding energy $E$, $k_d=\nu e^{-E/k_BT}$. The law requires low coverage.

\section{Example: methane in a dead leg}

Methane is a by-product of alumina deposition from trimethylaluminium and water. Take a leg with $L=20$ cm and $R=1$ cm, in nitrogen at 1 Torr and 400 K, with the rough value $D=250$ cm$^2$/s. (Chapman--Enskog theory with common Lennard-Jones parameters gives about 275 cm$^2$/s, so the times below are uncertain by about 10\%.) Then
\begin{equation}
\tau=\frac{4\times20^2}{9.870\times250}\ {\rm s}=0.65\ {\rm s}.
\end{equation}
Diagonalizing the discretized particle balance gives the same value. From a uniform filling, 30\% remains after $\tau$ and 4.0\% after $3\tau$. To reach $f=10^{-4}$, (\ref{purge}) gives $t_f=9.0\,\tau=5.8$ s.

With an initial mole fraction of 0.05 the methane density is $1.207\times10^{15}$ cm$^{-3}$. After 2.0 s the first term of (\ref{flux}), times the mouth area, gives
\begin{equation}
\pi\,\frac{2\times250\times1.207\times10^{15}}{20}\,e^{-2.0/0.6485}\ {\rm s}^{-1}
\simeq4.3\times10^{15}\ {\rm s}^{-1}.
\end{equation}
The leg is still feeding methane into the line at that rate.

\subsection*{Against a real reactor}

The pressure and temperature are in the usual range for this process; the leg's dimensions, the mole fraction and the flow below are chosen. Each change here is made alone, with the other inputs held fixed. A leg left at 300 K, with the rough law $D\propto T^{1.75}$, has $\tau$ longer by a factor 1.65. A 10 cm$^3$ gauge at the closed end gives $d=3.2$ cm and $\tau=0.87$ s. Still gas outside the mouth gives 0.70 s for the main part of the decay, before the slow tail described above, and a carrier flow of 5000 cm$^3$/s gives 0.66 s if it mixes fully at the mouth. The resistance to spreading from the mouth into the line is left out of this last figure and would lengthen the time further. In the other direction, if the main flow kept the first 2 cm of the leg clean, $\tau$ would fall by the factor $(18/20)^2=0.81$. A 10\% pressure drop at the start of the purge expels a tenth of the gas, which saves 0.07 s once provided the pressure stays low; $D\propto1/p$ then rises as well, and $\tau$ falls by a tenth. If the pressure instead returns at once, the incoming carrier pushes the remaining gas into the inner nine tenths of the leg, $a$ falls only by the factor $\sin(0.9\pi/2)=0.988$, and the saving is 0.008 s. Of these effects, the cold leg changes $\tau$ most and most delays $f=10^{-4}$ (9.7 s, against 7.0 s for still gas, whose tail already adds 0.6 s there). For a deeper purge the order can change: with unbounded still gas the tail puts $f=10^{-5}$ beyond 18 s, against 12 s for the cold leg.

Two others are small here. The elementary estimate $3D/v$ puts the mean free path at 0.010 cm. Wall collisions alone would give a diffusivity of about $2Rv/3$, so they add a fraction $3D/(2Rv)$, about 0.5\%, to the resistance. The buoyant speed scale $\Delta\rho\,gR^2/\mu$, with density difference $\Delta\rho$ and rough viscosity $\mu=2.2\times10^{-5}$ Pa s, is 0.1 cm/s, against $D/L=12.5$ cm/s. This counts the difference in composition alone. For a leg at 300 K on a line at 400 K the thermal density difference raises the scale to about 2 cm/s, against $D/L=7.6$ cm/s, and buoyancy is then not clearly negligible.

Inert walls are a good assumption for methane: a rough binding energy of 0.15 eV and $\nu=10^{13}$ s$^{-1}$ give $2K/R\simeq3\times10^{-7}$. They are a poor one for a species that sticks. A hypothetical molecule with the same mass and diffusivity, bound by 0.70 eV, has $K=1.2$ cm and
\begin{equation}
\tau=(1+2\times1.199)\times0.6485\ {\rm s}=2.2\ {\rm s}.
\end{equation}
A calculation that follows gas and side wall separately gives the same time. Molecules held on the closed end face, left out of both, would raise it to about 2.3 s. At the initial density the linear law would put 14 molecules on each nm$^2$, too many for low coverage, so it cannot describe the start of the purge. At 1\% of that density the figure is 0.14 per nm$^2$, and the law becomes reasonable. Reactants that bond chemically to the wall lie outside this model. The methane value of $\tau$ should therefore not be used to set the purge time of a sticky reactant. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
branch length L = 20 cm, radius R = 1 cm
temperature = 400 K, pressure = 1 Torr
diffusivity D (rough) = 250 cm2/s
slowest time tau, formula = 0.6485 s
slowest time, diagonalization = 0.6485 s
second mode time tau/9 = 0.0721 s
t = 0.1 tau: left, sum 0.77284, numerical 0.77284
t = 0.5 tau: left, sum 0.49264, numerical 0.49264
t = 1.0 tau: left, sum 0.29820, numerical 0.29820
t = 3.0 tau: left, sum 0.04036, numerical 0.04036
late prefactor 8/pi^2 = 0.8106
target fraction left = 1e-04
purge time, formula = 5.836 s, numerical = 5.836 s
purge time / tau = 9.000
trial quotients (L = 1) = 2.5000, 3.0000, 3.5294
lowest possible quotient pi^2/4 = 2.4674
half-blocked 2D mouth (width 0.3 L): tau factor = 1.157
initial methane mole fraction = 0.05
initial methane density = 1.207e+15 molecules/cm3
outflow at 2.0 s = 4.339e+15 molecules/s
--- neglected effects ---
still gas outside: d = 0.849 cm, tau = 0.7046 s
carrier flow = 5000 cm3/s
finite carrier flow: d = 0.157 cm, tau = 0.6587 s
gauge volume = 10 cm3
gauge at closed end: d = 3.183 cm, tau = 0.8677 s
stirred one diameter deep: tau factor = 0.810
leg at 300 K, D ~ T^1.75: tau factor = 1.654
mean thermal speed of methane = 7.266e+04 cm/s
free path 3D/v = 0.0103 cm, wall share = 0.0052
viscosity (rough) = 2.2e-05 Pa s
buoyant speed scale = 0.107 cm/s, D/L = 12.5 cm/s
pressure drop 10 %: time saved = 0.0683 s
radial mixing time R^2/D = 0.0040 s
desorption prefactor (rough) = 1e+13 1/s
methane binding 0.15 eV: K = 1.41e-07 cm
methane wall factor minus 1 = 2.82e-07
sticky binding 0.70 eV: K = 1.199 cm
sticky tau factor 1+2K/R = 3.398
sticky tau, formula = 2.204 s
sticky tau, coupled calculation = 2.204 s
sticky linear-law coverage at start = 14.47 molecules/nm2
same at 1 % of initial density = 0.145 molecules/nm2
\end{verbatim}
